\section*{Radiative recombination coefficient of a nondegenerate semiconductor from its absorption spectrum}

\section{The quantity and its conventions}

In a silicon model at 300 K, one cubic centimetre of material in the dark contains on average $2.5\times10^{-5}$ photons energetic enough to create an electron--hole pair. These few photons nevertheless create $2.9\times10^{5}$ pairs per second. The two numbers agree because such a photon is absorbed at a mean rate of $1.2\times10^{10}\,\mathrm{s^{-1}}$ and is replaced as quickly by radiative recombination. The absorption spectrum therefore fixes the recombination rate.

Let $E$ be the photon energy, $n_r(E)$ the refractive index and $\alpha(E)$ the band-to-band absorption coefficient, defined by the decay $e^{-\alpha z}$ of the energy flux. It is a net coefficient: stimulated emission has been subtracted. Absorption by free carriers within a band is excluded, since it creates no pairs. With electron and hole densities $n$ and $p$, and intrinsic density $n_i$, the result is
\begin{align}
R_{\rm sp}&=Bnp,\qquad B=\frac{R_0}{n_i^2},\label{eq:B}\\
R_0&=\int_0^\infty \frac{\alpha(E)\,n_r^2(E)\,E^2}{\pi^2\hbar^3c^2}\,
\frac{dE}{e^{E/kT}-1}.\label{eq:R0}
\end{align}
Here $R_{\rm sp}$ is the rate of spontaneous emission per volume inside the material, whether or not the photon later leaves it.

The medium is taken as homogeneous, isotropic and weakly absorbing. Electrons, holes and phonons are each thermal at the lattice temperature $T$, but electrons and holes may have different quasi-Fermi levels $\mu_c$ and $\mu_v$, with $\Delta\mu=\mu_c-\mu_v$. Nondegeneracy is needed only from Section~\ref{sec:inj} on.

\section{Absorption of the thermal photons}

In a large volume $V$ the photon modes have density $V/(2\pi)^3$ in wavevector space for each of two polarizations. The number of modes per volume and energy is therefore
\begin{equation}
\rho(E)=\frac{2}{(2\pi)^3}\,4\pi k^2\frac{dk}{dE}=\frac{k^2}{\pi^2}\frac{dk}{dE}.
\end{equation}
In the medium $k=n_rE/(\hbar c)$. Differentiation gives $dk/dE=n_g/(\hbar c)$, with the group index $n_g=d(En_r)/dE$, so that
\begin{equation}
\rho(E)=\frac{n_r^2n_gE^2}{\pi^2\hbar^3c^3}.
\end{equation}
A photon travels at the group velocity $v_g=\hbar^{-1}dE/dk=c/n_g$. Since $\alpha$ is a probability per length, the absorption rate per photon is $\alpha v_g$. The product needed below is
\begin{equation}
\rho\,\alpha v_g=\alpha D,\qquad D(E)=\frac{n_r^2E^2}{\pi^2\hbar^3c^2}.\label{eq:D}
\end{equation}
The group index has cancelled, so the ordinary index suffices even in a dispersive medium. Multiplying by the thermal occupation $1/(e^{E/kT}-1)$ and integrating gives \eqref{eq:R0}.

This cancellation was tested with $n_r=1.5+0.05\,E/kT$ and a trial absorption proportional to $E^2$. An explicit sum over the modes of a box agreed with the integral to within $10^{-3}$. With the phase velocity in place of $v_g$, the sum was 1.14 times the integral.

The argument requires well-defined photon modes, hence an extinction coefficient far below $n_r$. In the example their ratio is $6\times10^{-6}$ at the emission peak.

\section{Detailed balance at each photon energy}

In equilibrium the mean occupation of each photon mode is constant, so emission and absorption by all processes together balance at each photon energy. That the band-to-band transitions balance by themselves, and how this extends to injected carriers, follows from the transition rates.

Consider a valence state of energy $E_v$, a conduction state of energy $E_c$, and a photon mode with occupation $\nu$. Let the upward transition absorb a phonon of energy $E_p$ and thermal occupation $N=1/(e^{E_p/kT}-1)$. The forward and reverse processes have matrix elements of equal magnitude, hence a common factor $w$:
\begin{align}
\text{up:}\quad & w\,\nu N f_v(1-f_c),\\
\text{down:}\quad & w\,(\nu+1)(N+1)f_c(1-f_v).
\end{align}
The Fermi functions satisfy
\begin{equation}
\frac{f_c}{1-f_c}=e^{-(E_c-\mu_c)/kT},\qquad
\frac{1-f_v}{f_v}=e^{(E_v-\mu_v)/kT},
\end{equation}
and the phonons satisfy $(N+1)/N=e^{E_p/kT}$. Without the photon factors, the ratio of down to up is
\begin{equation}
e^{-(E_c-E_v-E_p-\Delta\mu)/kT}=e^{-(E-\Delta\mu)/kT},
\end{equation}
because energy conservation reads $E+E_p=E_c-E_v$. If the upward transition emits the phonon instead, the phonon ratio becomes $N/(N+1)=e^{-E_p/kT}$ and conservation becomes $E=E_c-E_v+E_p$. The result is the same. It also holds without a phonon.

All transitions coupled to one photon mode can therefore be summed. Let $U$ be the total upward rate per photon and $S$ the total spontaneous downward rate into the mode. Then $S=Ue^{-(E-\Delta\mu)/kT}$. Stimulated emission contributes $S$ per photon, so the net absorption rate per photon is $\alpha v_g=U-S$. Eliminating $U$,
\begin{equation}
\alpha v_g=S\left[e^{(E-\Delta\mu)/kT}-1\right]
\;\Longrightarrow\;
S=\frac{\alpha v_g}{e^{(E-\Delta\mu)/kT}-1}.\label{eq:S}
\end{equation}
Multiplication by $\rho$ gives the spontaneous emission per volume and energy,
\begin{equation}
r_{\rm sp}(E)=\frac{\alpha(E)D(E)}{e^{(E-\Delta\mu)/kT}-1}.\label{eq:rsp}
\end{equation}
At $\Delta\mu=0$ this is the integrand of \eqref{eq:R0}. The $-1$ belongs with the net coefficient; with the purely upward coefficient $U/v_g$, the factor would be $e^{-E/kT}$.

In \eqref{eq:rsp}, $\alpha$ is the coefficient of the injected material. For $E<\Delta\mu$ both $\alpha$ and the denominator are negative: the material has gain, and emission stays positive. Equation~\eqref{eq:S} was tested on both sides of this point by integrating Fermi functions for the phonon-assisted edge of Section~\ref{sec:edge}. The electron level lay $1.0\,kT$ inside its band and the hole level $0.5\,kT$ inside its own. At photon energies 0.02 and 0.12 eV above the gap, the first with gain, the ratio of emission to net absorption agreed with \eqref{eq:S} to within $10^{-5}$.

The absolute factor $D$ can be checked on a single emitter. Averaged over dipole orientations, an excited two-level system emits into each mode at the rate $\sigma v_g/V$ at which its unexcited partner absorbs one photon of that mode, where $\sigma$ is the orientation-averaged cross-section. Summing over modes gives the decay rate $\Gamma=\int\sigma D\,dE$. For a transition energy of 0.5 hartree, a dipole of 1 atomic unit and $n_r=2$, the cross-section was obtained by propagating the system through a weak pulse, and $\Gamma$ by summing emission over directions and polarizations. The two sides agreed to within $10^{-3}$.

\section{Injected carriers and the net rate}\label{sec:inj}

In a nondegenerate semiconductor the relevant conduction states are nearly empty and the valence states nearly full. Then $U$ does not change with injection, to leading order in the occupations, and $S=Ue^{-E/kT}e^{\Delta\mu/kT}$ is its equilibrium value times $e^{\Delta\mu/kT}$. Hence $R_{\rm sp}=R_0e^{\Delta\mu/kT}$.

With effective band densities $N_c$ and $N_v$ and gap $E_g$, measuring energies from the valence edge,
\begin{equation}
n=N_ce^{-(E_g-\mu_c)/kT},\qquad p=N_ve^{-\mu_v/kT}.
\end{equation}
Their product is
\begin{equation}
np=N_cN_ve^{-E_g/kT}e^{\Delta\mu/kT}=n_i^2e^{\Delta\mu/kT},
\end{equation}
where $\Delta\mu=0$ identifies $n_i^2$. Replacing the exponential gives $R_{\rm sp}=(R_0/n_i^2)np$, which is \eqref{eq:B}.

If the photons present are thermal at $T$, they generate pairs at the rate $R_0=Bn_i^2$. The net rate is
\begin{equation}
R_{\rm net}=B(np-n_i^2).\label{eq:net}
\end{equation}
For n-type material with equilibrium densities $n_0,p_0$ and excess density $\Delta n$ of both carriers,
\begin{align}
R_{\rm net}&=B[(n_0+\Delta n)(p_0+\Delta n)-n_0p_0]\notag\\
&=B\,\Delta n\,(n_0+p_0+\Delta n).
\end{align}
For $p_0,\Delta n\ll n_0$ the lifetime $\Delta n/R_{\rm net}$ is $1/(Bn_0)$. For $\Delta n\gg n_0+p_0$ it is $1/(B\Delta n)$, and the decay is no longer exponential.

\section{An indirect edge in closed form}\label{sec:edge}

Let parabolic bands be coupled by a pair strength that does not depend on the carrier energies $x$ and $y$ above the band edges. At excess energy $u=x+y$, the number of pairs is proportional to
\begin{equation}
\int_0^u\!\sqrt{x(u-x)}\,dx=2u^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi u^2}{8},\label{eq:joint}
\end{equation}
by the substitution $x=u\sin^2\theta$. Absorption of a phonon carries the weight $N$ and emission the weight $N+1$. This motivates the model
\begin{equation}
\begin{split}
\alpha(E)=A\big[&N(E-E_g+E_p)^2\\
&+(N+1)(E-E_g-E_p)^2\big],
\end{split}\label{eq:alpha}
\end{equation}
where each square counts only above its threshold and $A$ is constant.

Take $n_r$ constant and write $K=n_r^2/(\pi^2\hbar^3c^2)$. At these energies $e^{-E/kT}\ll1$, so the Bose factor becomes $e^{-E/kT}$. For a threshold $E_0$, setting $E=E_0+u$ and using $\int_0^\infty u^me^{-u/kT}du=m!(kT)^{m+1}$,
\begin{align}
&\int_0^\infty u^2(E_0+u)^2e^{-(E_0+u)/kT}du\notag\\
&=e^{-E_0/kT}\left[2E_0^2(kT)^3+12E_0(kT)^4+24(kT)^5\right]\notag\\
&=2(kT)^3e^{-E_0/kT}P(E_0),\\
&P(E_0)=E_0^2+6E_0kT+12(kT)^2.
\end{align}
The thresholds are $E_g\mp E_p$, and the identities $Ne^{E_p/kT}=N+1$ and $(N+1)e^{-E_p/kT}=N$ exchange the phonon weights. Dividing by $n_i^2=N_cN_ve^{-E_g/kT}$ cancels the exponential of the gap:
\begin{equation}
\begin{split}
B=\frac{2AK(kT)^3}{N_cN_v}\big[&(N+1)P(E_g-E_p)\\
&+N\,P(E_g+E_p)\big].
\end{split}\label{eq:closed}
\end{equation}
The weights are now those of recombination. Light at the lower threshold is emitted together with a phonon, which can happen without thermal phonons.

The same result follows from a sum over carriers. By \eqref{eq:joint}, the pair strength is $8A/\pi$, and each pair emits with the factor $D$:
\begin{equation}
\begin{split}
R_{\rm sp}=\frac{8AK}{\pi}\sum_j w_j\int\!\!\int&\sqrt{xy}\,f_e(x)f_h(y)\\
&\times(E_j+x+y)^2dx\,dy,
\end{split}\label{eq:carrier}
\end{equation}
with $w_j=N+1,N$ for $E_j=E_g\mp E_p$. Here $f_e$ and $f_h$ are the electron and hole occupations. Since $n=2N_c\pi^{-1/2}(kT)^{-3/2}\int\sqrt{x}f_e\,dx$, and similarly for $p$,
\begin{equation}
R_{\rm sp}=\frac{2AK(kT)^3}{N_cN_v}\,np\sum_jw_j\langle(E_j+x+y)^2\rangle .
\end{equation}
For Boltzmann carriers $\langle x+y\rangle=3kT$ and $\langle(x+y)^2\rangle=12(kT)^2$, so the average is $P(E_j)$.

For constant masses $N_cN_v\propto T^3$, and the prefactor in \eqref{eq:closed} does not depend on temperature. At fixed $A$ and $E_g$, $B$ tends to a constant for $kT\ll E_p$. For $E_p\ll kT$ and $6kT\ll E_g$, $2N+1\simeq2kT/E_p$ and $B$ grows in proportion to $T$. The silicon parameters below leave no such window: $d\ln B/d\ln T$ rises steadily, from 0.7 at 300 K through 1.0 at 500 K to 1.35 at 1000 K. These trends belong to the model with fixed $A$; the measured $B$ of silicon rises on cooling below room temperature.

\section{Numbers for silicon}

The parameters are rough typical values: $E_g=1.12$ eV, $E_p=0.058$ eV, $A=7000\ \mathrm{cm^{-1}eV^{-2}}$, $n_r=3.5$, and density-of-states masses of 1.1 electron masses for both bands. At 300 K, $kT=0.02585$ eV, $N=0.1187$, $N_c=N_v=2.895\times10^{19}\,\mathrm{cm^{-3}}$ and $n_i=1.13\times10^{10}\,\mathrm{cm^{-3}}$. At 1.10 eV only phonon absorption contributes, and $\alpha=7000\times0.1187\times0.038^2=1.20\ \mathrm{cm^{-1}}$.

With $\hbar$ in eV\,s and $c$ in cm/s, $K=4.84\times10^{24}\,\mathrm{cm^{-2}eV^{-3}s^{-1}}$. The polynomials are $P(1.062)=1.301$ and $P(1.178)=1.578\ \mathrm{eV^2}$, so the bracket in \eqref{eq:closed} is
\begin{equation}
1.1187\times1.301+0.1187\times1.578=1.64\ \mathrm{eV^2}.
\end{equation}
Also $2A(kT)^3=0.242\ \mathrm{cm^{-1}eV}$. Therefore
\begin{equation}
\begin{split}
B&=\frac{4.84\times10^{24}\times0.242\times1.64}{(2.895\times10^{19})^2}\\
&=2.3\times10^{-15}\,\mathrm{cm^3/s}=2.3\times10^{-21}\,\mathrm{m^3/s}.
\end{split}
\end{equation}
Quadrature of \eqref{eq:R0} gives the same $B$. The equilibrium rates from absorption and from the carrier sum are $2.9443\times10^5$ and $2.9439\times10^5\,\mathrm{cm^{-3}s^{-1}}$.

The first term supplies 89\% of the emission. Its maximum satisfies $2/u+2/E=1/kT$, which puts the peak slightly more than $2kT$ above the lower threshold, at 1.116 eV or 1111 nm. At a doping of $10^{16}\,\mathrm{cm^{-3}}$ the low-injection radiative lifetime is 44 ms.

\section{Conditions for use}

\paragraph{Absorption data.} Free-carrier absorption must be removed before integration. For $10^{16}$ electrons per $\mathrm{cm^3}$, a Drude estimate with mobility $1000\ \mathrm{cm^2/Vs}$ and a conductivity mass of 0.26 electron masses gives $2.7\times10^{-3}\,\mathrm{cm^{-1}}$ at the peak, against $2.4\ \mathrm{cm^{-1}}$ from the bands. Measured free-carrier absorption in silicon at this wavelength can be ten times the Drude value or more, which is still small beside the band absorption. Integrated from zero to 1 eV, however, even the Drude absorption would yield $2.7\times10^{15}$ times the true $R_0$, because thermal photons are so numerous at low energy.

A constant background $\delta\alpha$ kept above an energy $E_1$ adds, to leading order in $kT/E_1$, $K\delta\alpha\,E_1^2kT\,e^{-E_1/kT}$. For $E_1=0.9$ eV and $\delta\alpha=10^{-3}\,\mathrm{cm^{-1}}$ this is about a quarter of $R_0$. The integral should start where band-to-band absorption begins. In the model this is $E_g-E_p$. In real silicon, weaker absorption continues below that energy and supplies roughly a tenth of $R_0$, so it should be kept as far as the data separate it from the background.

\paragraph{Intrinsic density.} The gap cancels only if $\alpha$ and $n_i$ refer to the same gap and temperature. A mismatch of 5 meV changes $B$ by a factor of 1.21 at 300 K.

\paragraph{Electron--hole attraction.} A measured $\alpha$ contains this attraction, and so does the resulting $B$. Its size is the thermal probability of finding the electron at the hole, relative to free particles:
\begin{equation}
g=\lambda^3\sum_s|\psi_s(0)|^2e^{-\varepsilon_s/kT},\qquad
\lambda^2=\frac{2\pi\hbar^2}{m_{\rm red}kT},
\end{equation}
where $s$ runs over bound and unbound states of relative motion with reduced mass $m_{\rm red}$. For an isotropic hydrogenic pair bound by 15 meV, $g=18$ at 300 K; the known hydrogenic states and a radial diagonalization give 18.08 and 18.09. If screening removed the attraction entirely, $B$ would fall by this factor in the hydrogenic model. The Debye length $L$ equals the exciton radius of 4.1 nm at a total density of electrons and holes of about $10^{18}\,\mathrm{cm^{-3}}$ for permittivity 11.7. The screened potential energy, proportional to $e^{-r/L}/r$, is then already reduced by a factor $e$ at that radius, so the weakening begins at lower densities. With this static screened potential, $g$ is already about 15\% below its unscreened value at $n=p=10^{16}\,\mathrm{cm^{-3}}$ and more than a third below it at $10^{17}\,\mathrm{cm^{-3}}$. A low-density $\alpha$ therefore overestimates $B$ well before the Debye length reaches the exciton radius.

The attraction also affects temperature dependence. From 300 to 400 K, at fixed gap and masses, \eqref{eq:closed} rises by a factor of 1.25 if $A$ is fixed. If $A$ is scaled with $g$, $B$ changes by a factor of 0.83 instead. The absorption spectrum should be taken at the temperature of use.

\paragraph{Degeneracy.} At $n=p=10^{19}\,\mathrm{cm^{-3}}$, \eqref{eq:carrier} gives a $B$ only 0.8\% above its low-density value, while $np$ is 0.78 of $n_i^2e^{\Delta\mu/kT}$. With an energy-independent pair strength every electron can recombine with every hole, so the product $np$ survives and only the mean of $E^2$ shifts. A simulator that computes the rate from quasi-Fermi levels needs the degeneracy correction sooner than one that uses densities. This comparison leaves out screening, and the near constancy of $B$ is specific to the indirect model. For momentum-conserving transitions in a direct gap $B$ falls with degeneracy, by about 12\% at $n=p=10^{18}\,\mathrm{cm^{-3}}$ for masses 0.067 and 0.5. In degenerately doped material $n_i^2$ in \eqref{eq:net} must also be replaced by the equilibrium product $n_0p_0$, which is $0.89\,n_i^2$ at a doping of $10^{19}\,\mathrm{cm^{-3}}$ in the model.

\paragraph{Reabsorption.} Let a wafer of thickness $W$ have randomizing surfaces, a perfect rear mirror and no parasitic absorption. Its photons are absorbed at the rate $\alpha v_g$. An isotropic gas sends a flux of $v_g/4$ times its density onto the front; the fraction $1/n_r^2$ lies in the escape cone and is assumed to be transmitted. Escape thus has the rate $v_g/(4n_r^2W)$, and the reabsorption probability is
\begin{equation}
p_r=\frac{\alpha v_g}{\alpha v_g+v_g/(4n_r^2W)}=\frac{4n_r^2\alpha W}{1+4n_r^2\alpha W},
\end{equation}
valid for $\alpha W\ll1$. At $\alpha W=0.01$ the formula gives 0.329. A ray simulation agrees within about 1\%; summing the same ray paths exactly gives 0.332. Averaged over the emission spectrum for $W=200\ \mathrm{\mu m}$, $p_r=0.77$. The high-energy tail violates $\alpha W\ll1$, so this is an estimate. The effective loss coefficient is $(1-p_r)B\approx5\times10^{-16}\,\mathrm{cm^3/s}$. Reabsorption must not also be entered as a separate generation term.

\paragraph{Comparison with real silicon.} The accepted room-temperature coefficient is about $4.7\times10^{-15}\,\mathrm{cm^3/s}$, about twice the model value. The model edge has one phonon energy and no excitonic threshold. Lowering the edge by 15 meV at fixed $A$ and $n_i$ raises $B$ to $4.0\times10^{-15}\,\mathrm{cm^3/s}$, which shows how sensitive $B$ is to the edge shape. The intrinsic density matters as well: the model's $n_i$ lies above the accepted value of about $9.7\times10^{9}\,\mathrm{cm^{-3}}$, and since $B=R_0/n_i^2$, this alone lowers $B$ by a factor of about 1.4. The remaining factor of about 1.5 lies in the absorption. A measured spectrum should replace \eqref{eq:alpha} in quantitative work. In devices, radiation also competes with other channels. With a rough Auger coefficient of $4\times10^{-31}\,\mathrm{cm^6/s}$, the Auger rate equals the radiative one at a majority density of $6\times10^{15}\,\mathrm{cm^{-3}}$; at $10^{16}\,\mathrm{cm^{-3}}$ the Auger lifetime is 25 ms against 44 ms. These two figures assume a constant coefficient. In lightly doped silicon, electron--hole attraction raises the Auger coefficient by a factor of roughly four to eight, depending on the parameterization, so in real n-type material the Auger rate overtakes the radiative one already at one to three times $10^{15}\,\mathrm{cm^{-3}}$, and the Auger lifetime at $10^{16}\,\mathrm{cm^{-3}}$ is only a few milliseconds. Defects shorten the total lifetime further. The values used here are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 300 K, kT = 0.02585 eV
gap 1.12 eV, phonon energy 0.058 eV, phonon occupation 0.1187
absorption strength A = 7000 cm^-1 eV^-2, refractive index 3.5
density-of-states masses: electron 1.1, hole 1.1 (electron masses)
Nc = 2.895e+19 cm^-3, Nv = 2.895e+19 cm^-3
intrinsic density ni = 1.133e+10 cm^-3
alpha(1.10 eV) = 1.200 cm^-1
alpha(1.15 eV) = 6.433 cm^-1
alpha(1.20 eV) = 19.610 cm^-1
alpha(1.25 eV) = 69.955 cm^-1
thermal photons above threshold = 2.496e-05 cm^-3
mean absorption rate per such photon = 1.179e+10 s^-1
equilibrium rate R0 from absorption = 2.9443e+05 cm^-3 s^-1
equilibrium rate from carrier sum   = 2.9439e+05 cm^-3 s^-1
B from absorption integral = 2.2952e-15 cm^3/s
B from closed form         = 2.2952e-15 cm^3/s
B in SI = 2.2952e-21 m^3/s
share of emission that also emits a phonon = 0.8859
emission peak 1.1162 eV = 1110.8 nm
mean emitted photon energy = 1.1563 eV
doping 1.0e+16 cm^-3: radiative lifetime = 43.57 ms
mode test: phase velocity instead of group, ratio = 1.1441
extinction/refractive index at peak = 6.17e-06
exciton binding 0.015 eV: B with edge lowered by it = 3.994e-15 cm^3/s
Coulomb contact enhancement at 300 K = 18.08 (grid: 18.09)
static permittivity 11.7, exciton radius = 4.10 nm
density where Debye length equals this radius = 9.93e+17 cm^-3
n=p=1e+16 cm^-3: B/B(low) = 1.0000, np/(ni^2 exp(dmu/kT)) = 0.9998
n=p=1e+18 cm^-3: B/B(low) = 1.0008, np/(ni^2 exp(dmu/kT)) = 0.9759
n=p=1e+19 cm^-3: B/B(low) = 1.0082, np/(ni^2 exp(dmu/kT)) = 0.7842
factor in B from 5 meV gap mismatch in ni^2 = 1.213
B(400 K)/B(300 K), fixed A = 1.247
same ratio with A scaled by Coulomb factor = 0.825
wafer 200 um, light trapping: reabsorbed share = 0.771
ray test at alpha*W=0.01: 0.3294, formula 0.3289
Auger coefficient 4.0e-31 cm^6/s: equals radiative at 5.74e+15 cm^-3
mobility 1000 cm^2/Vs, conductivity mass 0.26 electron masses
free-carrier alpha at peak = 2.74e-03 cm^-1, band 2.441 cm^-1
false R0 from free carriers / true R0 = 2.74e+15
\end{verbatim}
